# Lifetime of a circular ferroelectric domain under curvature-driven overdamped dynamics, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From wall tension to the squared-radius law

### A ring with tension and friction

Take a reversed domain in the form of a straight cylinder of radius $R$, and treat its wall as a sheet of no thickness. Let the sheet cost an energy $\sigma$ per unit area and resist motion with a pressure $B$ times its speed, where $\sigma$ and $B$ are constants. Per unit height of the cylinder the energy is

$$F=2\pi R\,\sigma .$$

If $R$ grows by $dR$, the energy rises by $2\pi\sigma\,dR$. The force on the wall is therefore $-2\pi\sigma$, the minus sign meaning inward. It is spread over an area $2\pi R$ per unit height, so the driving pressure is $-\sigma/R$. With no inertia, friction balances this pressure:

$$B\frac{dR}{dt}=-\frac{\sigma}{R}.$$

Multiplication by $2R/B$ turns the left side into the derivative of $R^2$:

$$\frac{d(R^2)}{dt}=2R\frac{dR}{dt}=-\frac{2\sigma}{B},\qquad R^2=R_0^2-\frac{2\sigma}{B}t .$$

The squared radius falls at a constant rate, because a smaller circle is driven harder in proportion to $1/R$. The radius reaches zero at $t=BR_0^2/(2\sigma)$. Three quarters of that time is spent shrinking from $R_0$ to $R_0/2$, since three quarters of $R_0^2$ is lost on the way.

This special case leaves open what $\sigma$ and $B$ are for a real polarization field, and when a wall may be treated as a thin sheet. In the field model below, both are proportional to the same integral over the wall profile. The integral cancels in $\sigma/B$, and what remains is a ratio of two material coefficients.

### The field model and its conventions

Let $P(x,y,t)$ be the component of polarization along the cylinder axis $z$. The free energy per unit height is

$$F=\int\left[\frac g2|\nabla P|^2+f(P)\right]dA .$$

Here $g>0$ is the gradient coefficient, and $f$ is an even function with two equal minima at $P=\pm P_0$, where it is set to zero. The factor $1/2$ is part of the definition of $g$. If a parameter set writes the gradient energy as $g|\nabla P|^2$, its $g$ must be doubled before it is used here.

The algebra is in atomic units ($\hbar=m_e=e=1$ and $4\pi\varepsilon_0=1$). No factor of $\hbar$ or $m_e$ appears, so the formulas hold in any consistent set of units; where $\varepsilon_0$ occurs it is kept as a symbol.

The assumptions are these.

- The domain is uniform along $z$. The polarization is then parallel to the side wall, and no bound charge appears there.
- The electrodes at the two ends screen the surface charge perfectly and are held at the same potential, so there is no electric field.
- The gradient energy is isotropic in the plane. For a crystal with fourfold symmetry about $z$ this follows at quadratic order. The general form is $\tfrac12 G_{ij}\,\partial_iP\,\partial_jP$ with $G$ symmetric. A quarter turn exchanges $G_{xx}$ with $G_{yy}$ and reverses the sign of $G_{xy}$, so invariance requires $G_{xx}=G_{yy}$ and $G_{xy}=0$.
- Pinning, thermal noise and inertia are absent.

Overdamped dynamics means that $P$ moves down the energy gradient at a rate set by a damping coefficient $\gamma>0$:

$$\gamma\frac{\partial P}{\partial t}=-\frac{\delta F}{\delta P}.$$

To find the right side, change $P$ by a small $\delta P$ that vanishes far away. The first-order change of $F$ is

$$\delta F=\int\left[g\nabla P\cdot\nabla\delta P+f'(P)\,\delta P\right]dA
=\int\left[-g\nabla^2P+f'(P)\right]\delta P\,dA ,$$

where the gradient term was integrated by parts. The bracket is $\delta F/\delta P$, so

$$\gamma\frac{\partial P}{\partial t}=g\nabla^2P-f'(P).$$

The energy can only fall, because

$$\frac{dF}{dt}=\int\frac{\delta F}{\delta P}\frac{\partial P}{\partial t}\,dA=-\gamma\int\left(\frac{\partial P}{\partial t}\right)^2dA\le0 .$$

### The flat wall

Let $s$ be the distance across a flat wall at rest, and let $q(s)$ be its profile, rising from $-P_0$ to $+P_0$ with $q(0)=0$. The field equation becomes

$$g\,q''=f'(q).$$

Multiply by $q'$. Both sides are then total derivatives, and

$$\frac{d}{ds}\left[\frac g2q'^2-f(q)\right]=0 .$$

Far from the wall $q'$ and $f$ both vanish, so the constant is zero and $\tfrac g2q'^2=f(q)$. The gradient energy and the well energy are equal at every point of the wall. The wall energy per unit area is therefore

$$\sigma=\int_{-\infty}^{\infty}\left[\frac g2q'^2+f(q)\right]ds=g\int_{-\infty}^{\infty}q'^2\,ds .$$

Since $g\,q'=\sqrt{2gf}$ and $q'\,ds=dq$, this also equals $\int_{-P_0}^{P_0}\sqrt{2gf}\,dP$.

For numbers a definite well is needed. Take the quartic

$$f=h\left(1-\frac{P^2}{P_0^2}\right)^2,$$

where $h$ is the barrier height. With $y=q/P_0$, the first integral gives

$$y'=\frac1{P_0}\sqrt{\frac{2h}{g}}\,(1-y^2)=\frac{1-y^2}{w},\qquad w^2=\frac{gP_0^2}{2h}.$$

The solution with $y(0)=0$ is $y=\tanh(s/w)$, so $w$ is the half-width of the wall. Its slope is $q'=(P_0/w)\,\mathrm{sech}^2(s/w)$. Because $\int\mathrm{sech}^4x\,dx=\int_{-1}^{1}(1-y^2)\,dy=4/3$,

$$\sigma=g\,\frac{P_0^2}{w^2}\,w\,\frac43=\frac{4gP_0^2}{3w}.$$

### The curved wall

Place a domain with $P=-P_0$ in a background with $P=+P_0$. With circular symmetry the Laplacian is $P_{rr}+P_r/r$, and

$$\gamma P_t=g\left(P_{rr}+\frac{P_r}{r}\right)-f'(P).$$

When $R\gg w$, the wall looks nearly flat on its own scale. Insert the displaced flat profile $P=q(r-R(t))$, for which $P_t=-\dot R\,q'$:

$$-\gamma\dot R\,q'=\left[g\,q''-f'(q)\right]+\frac{g\,q'}{r}.$$

The square bracket vanishes by the flat-wall equation. What is left cannot hold at every $r$, since $1/r$ varies across the wall while $\dot R$ does not. The rigid profile is thus an approximation, and the speed must be taken from a suitable average. The right weight is $q'$, because it represents a shift of the whole wall; the next subsection shows that small changes of profile drop out of this average. Multiplying by $q'$ and integrating across the wall gives

$$\dot R=-\frac g\gamma\left\langle\frac1r\right\rangle,\qquad
\left\langle A\right\rangle=\frac{\int A\,q'^2\,ds}{\int q'^2\,ds}.$$

The weight is concentrated within a few $w$ of $r=R$, so to leading order $\langle1/r\rangle=1/R$ and

$$\frac{dR}{dt}=-\frac{g}{\gamma R}.$$

Multiplication by $2R$ and integration from $R_0$ at $t=0$ give the result:

$$\boxed{R^2(t)=R_0^2-\frac{2g}{\gamma}\,t,\qquad t_{\rm life}=\frac{\gamma R_0^2}{2g}.}$$

An energy balance gives the same speed. The energy $F=2\pi R\sigma$ changes at the rate $2\pi\sigma\dot R$. The dissipation formula gives $-\gamma\int P_t^2\,dA=-2\pi R\,\gamma\dot R^2\int q'^2ds$. Equating the two and dividing by $2\pi\dot R$,

$$\sigma=-\gamma R\dot R\int q'^2\,ds .$$

Inserting $\sigma=g\int q'^2ds$ recovers $\dot R=-g/(\gamma R)$. Comparison with the ring at the start identifies its friction coefficient as $B=\gamma\int q'^2ds$, and $\sigma/B=g/\gamma$. At fixed $g$ and $\gamma$, a deeper well makes the wall narrower and raises its tension, but raises its friction by the same factor. To leading order the barrier therefore has no effect on the lifetime.

Three scalings follow, each with the other quantities held fixed. Doubling $R_0$ multiplies the lifetime by four. Doubling $\gamma$ doubles the lifetime. The rate of fall of the area $\pi R^2$ is $2\pi g/\gamma$, the same for every circle with $R\gg w$.

The speed $g/(\gamma R)$ grows without limit as $R\to0$. This is a failure of the thin-wall approximation. Once $R$ is comparable with $w$, opposite sides of the wall overlap, the centre no longer reaches $-P_0$, and a radius has little meaning. By the leading law, the time left when $R=w$ is $\gamma w^2/(2g)$, which is a fraction $(w/R_0)^2$ of the lifetime.

### The first correction for finite width

The size of the error follows from an expansion in $1/R$. Use the coordinate $s=r-R(t)$, define the radius by $P=0$ at $s=0$, and write

$$P=q+q_1+q_2+q_3+\dots,\qquad \dot R=V_1+V_2+V_3+\dots,$$

where the index counts powers of $1/R$. Expand also

$$\frac1{R+s}=\frac1R-\frac s{R^2}+\frac{s^2}{R^3}-\dots$$

Define the linear operator $L=g\,\partial_s^2-f''(q)$. Differentiating $g\,q''=f'(q)$ with respect to $s$ gives $L\,q'=0$. Two integrations by parts then give $\int q'\,L\phi\,ds=\int\phi\,L q'\,ds=0$ for any bounded $\phi$. This is why changes of profile drop out when an equation is multiplied by $q'$ and integrated.

At first order the field equation reads

$$-\gamma V_1q'=Lq_1+\frac{g\,q'}R .$$

Projection on $q'$ gives $V_1=-g/(\gamma R)$. Then $Lq_1=0$, so $q_1$ is a multiple of $q'$, which is a shift of the wall. The condition $P=0$ at $s=0$ excludes a shift, hence $q_1=0$.

At second order,

$$-\gamma V_2q'=Lq_2-\frac{g\,s\,q'}{R^2}.$$

The function $q'^2$ is even for an even well, so $\int s\,q'^2ds=0$ and $V_2=0$. The source of $q_2$ is odd in $s$, and so is $q_2$.

At third order the terms containing $q_2$ are $-\gamma V_1q_2'$ on the left and $g\,q_2'/R$ on the right. They are equal and cancel. The explicit time derivative of $q_2$ is of fourth order, because $q_2\propto R^{-2}$ and $\dot R\propto R^{-1}$. The nonlinear term in $q_2^2$ is also of fourth order. What remains is

$$-\gamma V_3q'=Lq_3+\frac{g\,s^2q'}{R^3},$$

and projection gives $V_3=-(g/\gamma)\langle s^2\rangle/R^3$. Through this order,

$$\frac{dR}{dt}=-\frac g\gamma\left(\frac1R+\frac c{R^3}\right),\qquad c=\langle s^2\rangle .$$

For the quartic well, $c$ is $w^2$ times the mean of $x^2$ with weight $\mathrm{sech}^4x$. From $(\mathrm{sech}^2x)''=4\,\mathrm{sech}^2x-6\,\mathrm{sech}^4x$,

$$\mathrm{sech}^4x=\tfrac23\,\mathrm{sech}^2x-\tfrac16(\mathrm{sech}^2x)''.$$

Integrating by parts on the half-line, and then setting $v=2x$,

$$\int_{-\infty}^{\infty}x^2\mathrm{sech}^2x\,dx=4\int_0^\infty x(1-\tanh x)\,dx=2\int_0^\infty\frac{v\,dv}{e^v+1}=\frac{\pi^2}6 .$$

Two integrations by parts give $\int x^2(\mathrm{sech}^2x)''dx=2\int\mathrm{sech}^2x\,dx=4$. Hence $\int x^2\mathrm{sech}^4x\,dx=\pi^2/9-2/3$, and division by $4/3$ gives

$$c=\left(\frac{\pi^2}{12}-\frac12\right)w^2\approx0.32\,w^2 .$$

The time needed to shrink from $R_a$ to $R_b$ follows from $dt=-(\gamma/g)\,R^3dR/(R^2+c)$ and the identity $R^3/(R^2+c)=R-cR/(R^2+c)$:

$$t_{ab}=\frac{\gamma}{2g}\left[R_a^2-R_b^2-c\ln\frac{R_a^2+c}{R_b^2+c}\right].$$

Finite width makes the domain shrink slightly faster. Continuing the formula to $R_b=0$ changes the lifetime by the fraction $-(c/R_0^2)\ln(1+R_0^2/c)$. The expansion does not hold in the last stage, which can add a further fraction of order $w^2/R_0^2$.

## Part 2. Numbers, discretization and neglected effects

### Symbols and results carried over

The polarization is $-P_0$ inside a circle of radius $R$ and $+P_0$ outside. The gradient energy density is $\tfrac g2|\nabla P|^2$, the damping coefficient is $\gamma$, and $D=g/\gamma$. The flat wall has profile $q(s)$ and energy $\sigma=g\int q'^2ds$. For the quartic well with barrier $h$, the profile is $q=P_0\tanh(s/w)$, with $w^2=gP_0^2/(2h)$ and $\sigma=4gP_0^2/(3w)$. For $R\gg w$,

$$\dot R=-\frac DR,\qquad R^2=R_0^2-2Dt,\qquad t_{\rm life}=\frac{R_0^2}{2D}.$$

The first correction replaces $1/R$ by $1/R+c/R^3$, with $c\approx0.32\,w^2$.

### Fixing the coefficients from usable inputs

If the coefficients $g$ and $\gamma$ are not given, they can be obtained from $P_0$, $\sigma$, $w$ and the time $\tau$ in which a small uniform disturbance of $P$ decays inside one domain. The first three give

$$g=\frac{3\sigma w}{4P_0^2},\qquad h=\frac{gP_0^2}{2w^2}=\frac{3\sigma}{8w}.$$

Near $P_0$ write $P=P_0+p$. To first order in $p$ the field equation is $\gamma\dot p=-f''(P_0)\,p$, so $\tau=\gamma/f''(P_0)$. For the quartic well $f''(P_0)=8h/P_0^2=4g/w^2$. Therefore

$$\gamma=\frac{4g\tau}{w^2},\qquad D=\frac{w^2}{4\tau},\qquad t_{\rm life}=2\tau\left(\frac{R_0}{w}\right)^2 .$$

When $\tau$ and $w$ are the inputs, $P_0$ and $\sigma$ cancel from the lifetime. They return when the wall is compared with an electric field or with thermal energy.

### A nanodomain in barium titanate

The example uses rough typical values for a barium titanate crystal at 300 K: $P_0=26$ µC/cm², $\sigma=0.06$ eV/nm², $w=0.6$ nm and $\tau=1$ ps. The initial radius is $R_0=20$ nm, so $R_0/w\approx33$ and the thin-wall condition holds well.

In working units $P_0=1.623$ e/nm². Then

$$g=\frac{3(0.06)(0.6)}{4(1.623)^2}=0.01025\ \mathrm{eV\,nm^3/e^2},\qquad
D=\frac{0.6^2}{4(1)}=0.09\ \mathrm{nm^2/ps},$$

and $\gamma=g/D=0.114$ eV nm ps/e². The squared radius falls at $2D=0.18$ nm²/ps, or 18 Å²/ps. The lifetime is

$$t_{\rm life}=\frac{20^2}{0.18}\ \mathrm{ps}=2222\ \mathrm{ps}\approx2.2\ \mathrm{ns}.$$

The initial wall speed is $0.09/20$ nm/ps, which is 4.5 m/s. At $R=w$ the formula would give 150 m/s, but there it no longer applies. By the leading law only 2 ps of the lifetime then remain.

As a partial check on the inputs, the quartic well implies a susceptibility along the polar axis of $1/[\varepsilon_0f''(P_0)]\approx159$. This is a reasonable size for this material at room temperature.

The squared radius of a thin-walled domain falls at the constant rate $2g/\gamma$, with a small correction for finite wall width, and the barium titanate example has a lifetime of about 2.2 ns. What remains is to test the law against the full field equation, to estimate the effects left out, and to judge how far the result can be trusted for a real crystal.

Numbers in the example were calculated in double precision.
